# The Zero Eigenvalue of Interdiffusion in a Ternary Two-Phase Region: a numerical check

```python
"""
Result under test: in a ternary two-phase mixture at local equilibrium the
effective interdiffusion matrix is D = k M n n^T. It annihilates the tie-line
vector t, and its other eigenvalue is lam = k n.M n > 0.
Symbols: c = average site fractions (A, B), C is the balance; f = fraction of
beta; t = c_beta - c_alpha; n = unit normal to t; m = (mu_A-mu_C, mu_B-mu_C);
H = Hessian of the free energy per site; M = mobility matrix;
1/k = n.[(1-f) H_alpha^-1 + f H_beta^-1] n; theta = thermal energy.
Units: eV, nm, s, K. Model parameters are round numbers.
"""
import numpy as np
from scipy import constants as const

temperature = 1300.0
theta = const.k * temperature / const.e
REDUCE = np.array([[1.0, 0.0], [0.0, 1.0], [-1.0, -1.0]])


def pair_matrix(ab, ac, bc):
    return np.array([[0, ab, ac], [ab, 0, bc], [ac, bc, 0]], float)


ALPHA = dict(G=np.array([0.12, 0.0, 0.0]),
             W=pair_matrix(0.02, -0.03, 0.04),
             tracer=np.array([1500.0, 800.0, 500.0]))
BETA = dict(G=np.array([0.0, 0.02, 0.10]),
            W=pair_matrix(-0.04, -0.03, 0.02),
            tracer=np.array([4000.0, 2000.0, 6000.0]))


def all_fractions(x):
    return np.array([x[0], x[1], 1.0 - x[0] - x[1]])


def energy(phase, x):
    X = all_fractions(x)
    return phase["G"] @ X + theta * X @ np.log(X) + 0.5 * X @ phase["W"] @ X


def potentials(phase, x):
    X = all_fractions(x)
    return REDUCE.T @ (phase["G"] + theta * (np.log(X) + 1) + phase["W"] @ X)


def hessian(phase, x):
    X = all_fractions(x)
    return REDUCE.T @ (np.diag(theta / X) + phase["W"]) @ REDUCE


def mobility(phase, x):
    X = all_fractions(x)
    P = np.eye(3)[:2] - np.outer(X[:2], np.ones(3))
    return P @ np.diag(X * phase["tracer"] / theta) @ P.T


def no_extra(f):
    return 0.0, 0.0


def equilibrate(c, start, extra=no_extra):
    """Newton solution for (c_alpha, c_beta, f); extra gives S'(f), S''(f)."""
    y = np.array(start, float)
    for _ in range(80):
        a, b, f = y[:2], y[2:4], y[4]
        ma, mb = potentials(ALPHA, a), potentials(BETA, b)
        Ha, Hb = hessian(ALPHA, a), hessian(BETA, b)
        s1, s2 = extra(f)
        gap = energy(BETA, b) - b @ mb - energy(ALPHA, a) + a @ ma + s1
        res = np.concatenate([ma - mb, [gap], (1 - f) * a + f * b - c])
        jac = np.zeros((5, 5))
        jac[:2, :2], jac[:2, 2:4] = Ha, -Hb
        jac[2, :2], jac[2, 2:4], jac[2, 4] = a @ Ha, -b @ Hb, s2
        jac[3:, :2], jac[3:, 2:4] = (1 - f) * np.eye(2), f * np.eye(2)
        jac[3:, 4] = b - a
        step = np.linalg.solve(jac, -res)
        scale = 1.0
        while True:
            z = y + scale * step
            inside = min(all_fractions(z[:2]).min(),
                         all_fractions(z[2:4]).min()) > 1e-6
            if inside and 0.0 < z[4] < 1.0:
                break
            scale *= 0.5
            assert scale > 1e-12, "no two-phase equilibrium found"
        y = z
        if np.max(np.abs(step)) < 1e-12:
            return y
    raise AssertionError("equilibrium did not converge")


def plate_mobility(y):
    return (1 - y[4]) * mobility(ALPHA, y[:2]) + y[4] * mobility(BETA, y[2:4])


def response(c, start, extra=no_extra, h=1e-4):
    """Finite-difference derivatives of phase compositions and of m."""
    da, db, dm = np.zeros((2, 2)), np.zeros((2, 2)), np.zeros((2, 2))
    for j in range(2):
        e = h * np.eye(2)[j]
        p = equilibrate(c + e, start, extra)
        q = equilibrate(c - e, start, extra)
        da[:, j] = (p[:2] - q[:2]) / (2 * h)
        db[:, j] = (p[2:4] - q[2:4]) / (2 * h)
        dm[:, j] = (potentials(ALPHA, p[:2])
                    - potentials(ALPHA, q[:2])) / (2 * h)
    return da, db, dm


def mu_from_definition(phase, x, h=1e-4):
    """mu_k = d(N g)/dN_k by finite differences in particle numbers."""
    X = all_fractions(x)

    def total(N):
        return N.sum() * energy(phase, N[:2] / N.sum())
    return np.array([(total(X + h * e) - total(X - h * e)) / (2 * h)
                     for e in np.eye(3)])


def phase_D_from_fluxes(phase, x, h=3e-4):
    """Single-phase D from intrinsic fluxes of the three components."""
    X = all_fractions(x)
    D = np.zeros((2, 2))
    for j in range(2):
        e = h * np.eye(2)[j]
        slope = (mu_from_definition(phase, x + e)
                 - mu_from_definition(phase, x - e)) / (2 * h)
        intrinsic = -X * phase["tracer"] / theta * slope
        D[:, j] = -(intrinsic - X * intrinsic.sum())[:2]
    return D


# ---------- tie line, and proof that it is the global equilibrium ----------
c0 = np.array([0.40, 0.15])
state = equilibrate(c0, [0.2, 0.15, 0.6, 0.15, 0.5])
ca, cb, f0 = state[:2], state[2:4], state[4]
m0 = potentials(ALPHA, ca)
omega = energy(ALPHA, ca) - ca @ m0
assert 0.05 < f0 < 0.95 and np.linalg.norm(cb - ca) > 0.1
for xa in np.linspace(0.01, 0.97, 49):
    for xb in np.linspace(0.01, 0.97, 49):
        if xa + xb < 0.995:
            x = np.array([xa, xb])
            for ph in (ALPHA, BETA):
                assert energy(ph, x) - omega - m0 @ x > -1e-11
                assert np.linalg.eigvalsh(hessian(ph, x)).min() > 0

# ---------- derived formula ----------
t = cb - ca
length_t = np.linalg.norm(t)
t_hat = t / length_t
n = np.array([-t_hat[1], t_hat[0]])
Ha, Hb = hessian(ALPHA, ca), hessian(BETA, cb)
Ma, Mb = mobility(ALPHA, ca), mobility(BETA, cb)
k = 1 / (n @ ((1 - f0) * np.linalg.inv(Ha) + f0 * np.linalg.inv(Hb)) @ n)
M = plate_mobility(state)
D_formula = k * M @ np.outer(n, n)
lam = k * n @ M @ n
u_hat = M @ n / np.linalg.norm(M @ n)

# ---------- the same matrix from its definition ----------
Da, Db = phase_D_from_fluxes(ALPHA, ca), phase_D_from_fluxes(BETA, cb)
assert np.allclose(Da, Ma @ Ha, rtol=0, atol=2e-4 * np.linalg.norm(Da))
assert np.allclose(Db, Mb @ Hb, rtol=0, atol=2e-4 * np.linalg.norm(Db))
dca, dcb, dmdc = response(c0, state)
assert np.allclose(dmdc, k * np.outer(n, n), rtol=0, atol=1e-5 * k)
D_def = (1 - f0) * Da @ dca + f0 * Db @ dcb
size = np.linalg.norm(D_def)
assert np.allclose(D_def, D_formula, rtol=0, atol=3e-4 * size)
vals, vecs = np.linalg.eig(D_def)
assert np.max(np.abs(np.imag(vals))) < 1e-9 * size
vals, vecs = np.real(vals), np.real(vecs)
iz = int(np.argmin(np.abs(vals)))
v0, v1 = vecs[:, iz], vecs[:, 1 - iz]
angle = np.degrees(np.arcsin(min(1.0, abs(v0 @ n) / np.linalg.norm(v0))))
assert abs(vals[iz]) < 5e-4 * lam and angle < 0.05
assert abs(vals[1 - iz] / lam - 1) < 5e-4
assert abs(v1[0] * u_hat[1] - v1[1] * u_hat[0]) < 1e-3

eig_a = np.sort(np.real(np.linalg.eigvals(Da)))
eig_b = np.sort(np.real(np.linalg.eigvals(Db)))
naive = np.sort(np.real(np.linalg.eigvals((1 - f0) * Da + f0 * Db)))
assert min(eig_a[0], eig_b[0]) > 0 and naive[0] > 0.05 * lam

# ---------- equal potentials along the whole tie line ----------
spread = 0.0
for frac in (0.1, 0.3, 0.7, 0.9):
    y = equilibrate(ca + frac * t, state)
    spread = max(spread, np.abs(potentials(BETA, y[2:4]) - m0).max())
assert spread < 1e-10

# ---------- ring of equilibrated cells: one wave stays, one decays ----------
wavelength = 5.0e4
cells = 12
dx = wavelength / cells
wave = np.cos(2 * np.pi * np.arange(cells) / cells)
amp = 1e-4
ring = c0 + amp * np.outer(wave, t_hat + u_hat)
q2_grid = (2 * np.sin(np.pi / cells) / dx) ** 2
steps = 20
dt = 1 / (lam * q2_grid) / steps


def ring_rate(comp):
    ys = [equilibrate(ci, state) for ci in comp]
    pot = np.array([potentials(ALPHA, y[:2]) for y in ys])
    mob = np.array([plate_mobility(y) for y in ys])
    link = 0.5 * (mob + np.roll(mob, -1, axis=0))
    flux = -np.einsum("nij,nj->ni", link, np.roll(pot, -1, axis=0) - pot) / dx
    return -(flux - np.roll(flux, 1, axis=0)) / dx


for _ in range(steps):
    r1 = ring_rate(ring)
    r2 = ring_rate(ring + 0.5 * dt * r1)
    r3 = ring_rate(ring + 0.5 * dt * r2)
    r4 = ring_rate(ring + dt * r3)
    ring = ring + dt * (r1 + 2 * r2 + 2 * r3 + r4) / 6
final = 2 / cells * wave @ (ring - c0)
kept, decayed = np.linalg.solve(np.column_stack([t_hat, u_hat]), final) / amp
assert abs(kept - 1) < 2e-3 and abs(decayed - np.exp(-1)) < 2e-3

# ---------- resolved microstructure: bounds on the mobility ----------
N = 12
is_beta = np.zeros((N, N), bool)
is_beta[2:10, 3:10] = True
A = np.zeros((2 * N * N, 2 * N * N))
rhs = np.zeros((2 * N * N, 2))
x_links = []
for i in range(N):
    for j in range(N):
        for di, dj in ((1, 0), (0, 1)):
            i2, j2 = (i + di) % N, (j + dj) % N
            M1 = Mb if is_beta[i, j] else Ma
            M2 = Mb if is_beta[i2, j2] else Ma
            K = 2 * np.linalg.inv(np.linalg.inv(M1) + np.linalg.inv(M2))
            p = slice(2 * (i * N + j), 2 * (i * N + j) + 2)
            q = slice(2 * (i2 * N + j2), 2 * (i2 * N + j2) + 2)
            A[p, p] += K
            A[q, q] += K
            A[p, q] -= K
            A[q, p] -= K
            if di == 1:
                rhs[p] += K
                rhs[q] -= K
                x_links.append((p, q, K))
phi = np.zeros((2 * N * N, 2))
phi[2:] = np.linalg.solve(A[2:, 2:], rhs[2:])
M_net = sum(K @ (phi[q] - phi[p] + np.eye(2)) for p, q, K in x_links) / N**2
fg = is_beta.mean()


def series_mean(frac):
    return np.linalg.inv((1 - frac) * np.linalg.inv(Ma)
                         + frac * np.linalg.inv(Mb))


upper, lower = (1 - fg) * Ma + fg * Mb, series_mean(fg)
tiny = 1e-9 * np.linalg.norm(M_net)
assert np.allclose(M_net, M_net.T, rtol=0, atol=tiny)
assert np.linalg.eigvalsh(upper - M_net).min() > -tiny
assert np.linalg.eigvalsh(M_net - lower).min() > -tiny
lam_series = k * n @ series_mean(f0) @ n
assert 0 < lam_series < lam

# ---------- neglected energies S(f) lift the zero eigenvalue ----------
site_volume, radius, gamma = 0.011, 500.0, 2.0
modulus_GPa, misfit = 200.0, 0.003
modulus = modulus_GPa * 1e9 * 1e-27 / const.e


def capillary(f):
    pre = gamma * site_volume * f0 ** (1 / 3) / radius
    return 2 * pre * f ** (-1 / 3), -2 / 3 * pre * f ** (-4 / 3)


def coherency(f):
    pre = modulus * site_volume * misfit**2
    return pre * (1 - 2 * f), -2 * pre


lifted = []
for extra in (capillary, coherency):
    y = equilibrate(c0, state, extra)
    dm_extra = response(c0, y, extra)[2]
    ev = np.real(np.linalg.eigvals(plate_mobility(y) @ dm_extra))
    small = ev[np.argmin(np.abs(ev))]
    estimate = (extra(f0)[1] / length_t**2
                * np.linalg.det(M) / (n @ M @ n))
    assert small < 0 and abs(small / estimate - 1) < 0.05
    lifted.append((small, estimate))

q2 = (2 * np.pi / wavelength) ** 2
relax_time = 1 / (lam * q2)
lag_time = radius**2 / min(eig_a[0], eig_b[0])
gradient = np.array([1e-6, 0.0])
flux = -D_formula @ gradient


def show(label, value, unit="", digits=5):
    text = " ".join(f"{v:.{digits}g}" for v in np.atleast_1d(value).ravel())
    print(f"{label}: {text} {unit}".rstrip())


show("temperature", temperature, "K")
show("thermal energy", theta, "eV")
for name, ph in (("alpha", ALPHA), ("beta", BETA)):
    show(f"{name} end energies A B C", ph["G"], "eV")
    show(f"{name} pair energies AB AC BC",
         ph["W"][[0, 0, 1], [1, 2, 2]], "eV")
    show(f"{name} tracer D A B C", ph["tracer"], "nm^2/s")
show("average composition A B", c0)
show("alpha composition A B", ca)
show("beta composition A B", cb)
show("beta fraction f", f0)
show("tie-line vector t", t)
show("unit normal n", n)
show("potentials m at equilibrium", m0, "eV")
show("largest change of m along tie line", spread, "eV", 2)
show("curvature k", k, "eV")
show("mobility M 11 12 21 22", M, "nm^2/(eV s)")
show("D formula 11 12 21 22", D_formula, "nm^2/s")
show("D definition 11 12 21 22", D_def, "nm^2/s")
show("zero eigenvalue, numerical", vals[iz], "nm^2/s", 2)
show("angle of its eigenvector to tie line", angle, "degree", 2)
show("nonzero eigenvalue, numerical", vals[1 - iz], "nm^2/s")
show("nonzero eigenvalue, formula", lam, "nm^2/s")
show("nonzero eigenvalue, converted", lam * 100, "angstrom^2/s")
show("its unit eigenvector", u_hat)
show("alpha alone, eigenvalues", eig_a, "nm^2/s")
show("beta alone, eigenvalues", eig_b, "nm^2/s")
show("wrong average of D, eigenvalues", naive, "nm^2/s")
show("sample gradient A B", gradient, "1/nm")
show("sample flux A B (fraction times speed)", flux, "nm/s")
show("wavelength", wavelength, "nm")
show("relaxation time of decaying wave", relax_time, "s")
show("ring: tie-line amplitude kept", kept)
show("ring: other amplitude left", decayed)
show("ring: expected amplitude left", np.exp(-1))
show("eigenvalue for series mobility", lam_series, "nm^2/s")
show("site volume", site_volume, "nm^3")
show("particle radius", radius, "nm")
show("interface energy", gamma, "eV/nm^2")
show("biaxial modulus", modulus_GPa, "GPa")
show("misfit strain", misfit)
show("capillary eigenvalue, full", lifted[0][0], "nm^2/s", 4)
show("capillary eigenvalue, formula", lifted[0][1], "nm^2/s", 4)
show("misfit eigenvalue, full", lifted[1][0], "nm^2/s", 4)
show("misfit eigenvalue, formula", lifted[1][1], "nm^2/s", 4)
show("capillary and misfit over nonzero one",
     [abs(v[0]) / lam for v in lifted], "", 3)
show("local equilibration time", lag_time, "s", 3)
show("equilibration over relaxation time", lag_time / relax_time, "", 3)
print("finished without a failed check")
```

Output:

```
temperature: 1300 K
thermal energy: 0.11203 eV
alpha end energies A B C: 0.12 0 0 eV
alpha pair energies AB AC BC: 0.02 -0.03 0.04 eV
alpha tracer D A B C: 1500 800 500 nm^2/s
beta end energies A B C: 0 0.02 0.1 eV
beta pair energies AB AC BC: -0.04 -0.03 0.02 eV
beta tracer D A B C: 4000 2000 6000 nm^2/s
average composition A B: 0.4 0.15
alpha composition A B: 0.20753 0.13568
beta composition A B: 0.5565 0.16164
beta fraction f: 0.55154
tie-line vector t: 0.34897 0.025962
unit normal n: -0.074191 0.99724
potentials m at equilibrium: -0.025255 -0.14545 eV
largest change of m along tie line: 5.6e-17 eV
curvature k: 0.80659 eV
mobility M 11 12 21 22: 6085.1 -954.18 -954.18 1994.3 nm^2/(eV s)
D formula 11 12 21 22: 83.959 -1128.5 -123.25 1656.7 nm^2/s
D definition 11 12 21 22: 83.959 -1128.5 -123.25 1656.7 nm^2/s
zero eigenvalue, numerical: 4e-08 nm^2/s
angle of its eigenvector to tie line: 4.8e-08 degree
nonzero eigenvalue, numerical: 1740.7 nm^2/s
nonzero eigenvalue, formula: 1740.7 nm^2/s
nonzero eigenvalue, converted: 1.7407e+05 angstrom^2/s
its unit eigenvector: -0.56298 0.82647
alpha alone, eigenvalues: 686.57 1405.9 nm^2/s
beta alone, eigenvalues: 2478.8 5816.5 nm^2/s
wrong average of D, eigenvalues: 1719.1 3794.5 nm^2/s
sample gradient A B: 1e-06 0 1/nm
sample flux A B (fraction times speed): -8.3959e-05 0.00012325 nm/s
wavelength: 50000 nm
relaxation time of decaying wave: 36380 s
ring: tie-line amplitude kept: 1
ring: other amplitude left: 0.36788
ring: expected amplitude left: 0.36788
eigenvalue for series mobility: 1193.7 nm^2/s
site volume: 0.011 nm^3
particle radius: 500 nm
interface energy: 2 eV/nm^2
biaxial modulus: 200 GPa
misfit strain: 0.003
capillary eigenvalue, full: -2.262 nm^2/s
capillary eigenvalue, formula: -2.259 nm^2/s
misfit eigenvalue, full: -10.53 nm^2/s
misfit eigenvalue, formula: -10.5 nm^2/s
capillary and misfit over nonzero one: 0.0013 0.00605
local equilibration time: 364 s
equilibration over relaxation time: 0.01
finished without a failed check
```
